# Why the Stewart–Tolman Experiment Measures the Free-Electron Charge-to-Mass Ratio

**Definitions and conventions**

The electron has charge $-e$, with $e>0$, and free mass $m$. A metal ring of circumference $\ell$, cross-section $S$ and conductivity $\sigma$ rotates about its axis. Its lattice moves along the wire with velocity $V(t)$ and tangential acceleration $A=dV/dt$; the position of the lattice is $X(t)$, with $dX/dt=V$. Current density $j$ is positive along positive $V$. Formulas keep $\hbar$, $m$ and $e$ visible; model numbers are in Hartree atomic units (a.u.), laboratory numbers in practical units.

The band effective mass along the wire is defined by $1/m^*=\hbar^{-2}\,\partial^2\varepsilon/\partial k^2$, where $\varepsilon(k)$ is the band energy in a lattice at rest. It is negative near a band top.

When the speed of the ring changes by $\Delta V$, a charge $Q$ passes each cross-section:

$$Q=S\sigma\,\frac{m}{e}\,\Delta V=\frac{m}{e}\,\frac{\ell\,\Delta V}{R},\qquad R=\frac{\ell}{\sigma S}. \tag{1}$$

The mass is the free mass and the sign is that of electrons, whatever the band structure. The assumptions are nonrelativistic electrons, a nearly rigid lattice with scatterers that move with it, no interband transitions, linear response, and constant external magnetic flux.

**Where the free mass enters**

Take first one electron on a thin ring, with coordinate $x$ along the wire:

$$H=\frac{p^2}{2m}+U(x-X(t)).$$

Write the wave function as $\psi(x,t)=\phi(x',t)$ with $x'=x-X(t)$. The time derivative acts also through $x'$:

$$i\hbar\,\partial_t\psi=i\hbar\,\partial_t\phi-i\hbar V\,\partial_{x'}\phi=i\hbar\,\partial_t\phi+Vp\,\phi .$$

Moving the last term to the right of the Schrödinger equation and completing the square gives the Hamiltonian for $\phi$:

$$H'=\frac{p^2}{2m}+U(x')-Vp=\frac{(p-mV)^2}{2m}+U(x')-\frac{mV^2}{2}. \tag{2}$$

The last term is a number and has no effect on the motion. An electron in a vector potential $\mathcal A$ has kinetic energy $(p+e\mathcal A)^2/2m$. The moving lattice therefore acts as $\mathcal A_{\rm eff}=-(m/e)V$, and the equivalent electric field is

$$E_{\rm eff}=-\frac{d\mathcal A_{\rm eff}}{dt}=\frac{m}{e}A. \tag{3}$$

The force $-eE_{\rm eff}=-mA$ is the inertial force in the accelerated frame. Its mass is that of the kinetic-energy operator. No band has been introduced yet, so no band mass can appear.

For a wire of finite thickness, with angular velocity $\boldsymbol\omega$, the rotating frame adds $-\boldsymbol\omega\cdot\mathbf L$ to the Hamiltonian. Since $\mathbf p\cdot(\boldsymbol\omega\times\mathbf r)=\boldsymbol\omega\cdot(\mathbf r\times\mathbf p)$, and $\boldsymbol\omega\times\mathbf r$ has no divergence, so that the operator order is immaterial,

$$\frac{p^2}{2m}-\boldsymbol\omega\cdot\mathbf L=\frac{(\mathbf p-m\,\boldsymbol\omega\times\mathbf r)^2}{2m}-\frac{m|\boldsymbol\omega\times\mathbf r|^2}{2}.$$

The last term is the centrifugal potential. The vector potential $-(m/e)\,\boldsymbol\omega\times\mathbf r$ has the curl $\mathbf B_{\rm eff}=-(2m/e)\boldsymbol\omega$. The emf around a plane loop of area $F$, normal to the axis, is

$$\mathcal E=-F\frac{dB_{\rm eff}}{dt}=\frac{2m}{e}\frac{d\omega}{dt}F. \tag{4}$$

For a circle of radius $r$, $F=\pi r^2$ and $A=r\,d\omega/dt$, so $\mathcal E=(m/e)A\,2\pi r$, in agreement with (3).

For a rigid closed loop, rotation is essential. If such a loop is accelerated uniformly in a straight line, $\oint(m/e)\mathbf A\cdot d\mathbf l=(m/e)\mathbf A\cdot\oint d\mathbf l=0$. Centrifugal and strain potentials are single-valued, and their gradients also give no emf around a loop of uniform material and temperature.

**What one band electron does**

The Hamiltonian (2) is periodic in $x'$, so the wave number $k_0$ of a Bloch state is conserved. Put $\phi=e^{imVx'/\hbar}\chi$. Then $(p-mV)\phi=e^{imVx'/\hbar}\,p\chi$, and $\chi$ sees the lattice at rest, with wave number

$$k=k_0-\frac{mV}{\hbar},\qquad \hbar\frac{dk}{dt}=-mA. \tag{5}$$

A real electric field $E$ adds $-eE$ to the right-hand side. If $V$ changes slowly on the time scale $\hbar/\text{gap}$, and the inertial force times the interband dipole length is small compared with the gap, the electron stays in its band.

Its velocity relative to the lattice is $\langle p\rangle_\chi/m$. To evaluate it, note that the periodic part of a Bloch function is an eigenstate of $(p+\hbar k)^2/2m+U$. The derivative of its energy is the expectation value of the derivative of this operator, $d\varepsilon/dk=\hbar\langle p+\hbar k\rangle/m$. The relative velocity is therefore $v(k)=\hbar^{-1}d\varepsilon/dk$, and in the laboratory

$$v_{\rm lab}=V+v\!\left(k_0-\frac{mV}{\hbar}\right)\simeq v(k_0)+V\left(1-\frac{m}{m^*}\right). \tag{6}$$

The last form is the first-order expansion in $V$. A free electron, $m^*=m$, is not dragged at all. For $m^*>m$ the lattice drags the electron partly along. For $0<m^*<m$ the electron gains velocity against the motion of the lattice. For $m^*<0$ the electron gains more velocity than the lattice.

A cosine lattice with period 6 bohr and Fourier component 0.12 Ha shows both cases. Its lowest band has $m^*=1.403\,m$ at the bottom and $-0.698\,m$ at the mesh point next to the top. When the lattice is set slowly in motion, the lab-frame Schrödinger equation gives velocity gains of $0.287\,V$ and $2.434\,V$. Equation (6) gives $1-1/1.403=0.287$ and $1+1/0.698=2.43$.

The rule also holds beyond first order. For $V=0.1$ a.u. and $k_0=-0.50$ a.u., the final $k=-0.60$ lies beyond the zone boundary at $-\pi/a=-0.524$, so the electron has been Bragg reflected. The computed lab velocity is 0.19960 a.u.; the first form of (6) gives 0.19961.

This shows what is wrong with assigning the inertial force $-m^*A$ to a band electron. The effective mass describes the response to a force applied in the lattice frame, with the lattice force already absorbed into $\varepsilon(k)$. It is not the coefficient of the inertial force. In the laboratory the moving lattice itself pushes the electron, and that push is responsible for the drag in (6).

**From one electron to the current**

Suppose the velocity changes by $\Delta V$ in a time short compared with the scattering time, yet slow enough to avoid interband transitions. Let $f$ be the equilibrium occupation and $\int_k$ stand for $2\int d^3k/(2\pi)^3$, spin included. The equilibrium current vanishes, and to first order

$$j=-e\int_k f\,v_x\!\left(k_x-\frac{m\Delta V}{\hbar}\right)=e\,m\,D\,\Delta V,\qquad D=\int_k f\,\frac1\hbar\frac{\partial v_x}{\partial k_x}. \tag{7}$$

The motion is along a principal axis, or the metal is isotropic on average. In the laboratory the electrons have the extra velocity $V$, but so does the compensating ionic charge. The two contributions, $-enV$ and $+enV$, cancel, so $j$ is the same in both frames.

Integrate $D$ by parts over the Brillouin zone. The boundary terms cancel by periodicity, and $\partial f/\partial k_x=\hbar v_x\,\partial f/\partial\varepsilon$:

$$D=-\frac1\hbar\int_k v_x\frac{\partial f}{\partial k_x}=\int_k v_x^2\left(-\frac{\partial f}{\partial\varepsilon}\right)\ge 0. \tag{8}$$

This settles the sign. Hole-like states near the Fermi level may each have negative $m^*$, but the sum over all occupied states is not negative. For a full band $D=0$: its electrons are carried with the lattice.

The current (7) does depend on the band structure. With electron density $n$ and optical mass $m_{\rm opt}=n/D$, it is $en\,\Delta V\,m/m_{\rm opt}$. The band structure drops out when this current is compared with the conductivity. In the relaxation-time approximation, with scattering towards equilibrium in the lattice frame,

$$\frac{\partial f}{\partial t}+\frac{dk_x}{dt}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau},\qquad \hbar\frac{dk_x}{dt}=-(eE+mA).$$

Multiply by $-ev_x$ and integrate. To first order $f_0$ may stand in the drift term, and (8) gives $\int_k v_x\,\partial f_0/\partial k_x=-\hbar D$. Hence

$$\frac{dj}{dt}=e^2D\left(E+\frac me A\right)-\frac j\tau. \tag{9}$$

A steady field $E$ alone gives $j=\sigma E$ with $\sigma=e^2D\tau$. With inertia alone, and no current at the start or the end, integration of (9) over time gives

$$\int j\,dt=\tau e^2D\,\frac me\int A\,dt=\sigma\,\frac me\,\Delta V. \tag{10}$$

Multiplication by $S$ gives (1). The shape of the pulse is immaterial. The relaxation-time form is not essential either: $E$ and $A$ enter the drift term only as $eE+mA$, so any linear collision operator in the lattice frame leads to one common $\sigma$.

Self-inductance $L$ changes the time course but not the charge. From $L\,dI/dt+RI=\mathcal E$, the integral of the first term vanishes when the current $I$ starts and ends at zero.

**Why the Hall coefficient can have the other sign**

Consider a square lattice with $\varepsilon=\varepsilon_1(k_x)+\varepsilon_1(k_y)$, a field $E$ along $x$ and a weak magnetic field $B$ along $z$. In this two-dimensional model $\int_k$ stands for $2\int d^2k/(2\pi)^2$, and densities are per area. Without $B$, the steady Boltzmann equation gives the deviation $g_0=e\tau E\,v_x f_0'$, where $f_0'=\partial f_0/\partial\varepsilon$. The magnetic force gives $\hbar\,d\mathbf k/dt=-eB(v_y,-v_x)$. It conserves energy, so its derivative does not act on $f_0'$. The next correction is

$$g_1=\frac{e\tau B}{\hbar}\left(v_y\frac{\partial}{\partial k_x}-v_x\frac{\partial}{\partial k_y}\right)g_0=e^2\tau^2EB\,\frac{v_y f_0'}{m_{xx}},\qquad \frac1{m_{xx}}=\frac1\hbar\frac{\partial v_x}{\partial k_x},$$

because $v_x$ does not depend on $k_y$. The transverse current is $j_y=-e\int_k v_yg_1=e^3\tau^2EB\,K$, with $K=\int_k v_y^2(-f_0')/m_{xx}$. A Hall field $E_y=-j_y/\sigma$ cancels it, and with $j_x=\sigma E$

$$R_H=\frac{E_y}{j_xB}=-\frac{e^3\tau^2K}{\sigma^2}=-\frac{K}{eD^2}. \tag{11}$$

$K$ contains one more band curvature than $D$, taken at the Fermi surface, and can change sign. For free electrons $K=n/m^2$ and $D=n/m$, so $R_H=-1/(ne)$.

The cosine potential above, applied along both axes, gives these results for a Fermi function with $k_BT=0.001$ Ha. At $k_BT=0.00025$ Ha, $R_H$ at filling 0.5 becomes −0.70, and the optical masses at fillings 0.5 and 0.9 become 2.40 and 9.10. Filling is the occupied fraction of the lowest band. The inferred $m/e$ is the summed lab-frame current divided by $\Delta V$ and by the Fermi-surface value of $\sigma/\tau$.

| Filling | $R_H$ ($a^2/e$) | $m_{\rm opt}/m$ | Inferred $m/e$ (a.u.) |
|---|---|---|---|
| 0.1 | −4.99 | 1.49 | 1.000 |
| 0.5 | −0.69 | 2.41 | 1.000 |
| 0.9 | +4.72 | 9.12 | 1.001 |

At filling 0.9 the Hall coefficient is close to $+5$, the value for 0.2 holes per cell with both spins counted. The optical mass is six times that at filling 0.1, yet the inferred ratio changes by about 0.1 %. This change is an error of the finite time step (0.1 a.u.) of the propagation: doubling the step raises the ratio at filling 0.9 from 1.0009 to 1.0036. The same error leaves a residue for the full band. There the mean electron velocity relative to the lattice is $-1.0\times10^{-4}\,V$ instead of zero. At filling 0.9 the relative velocities of the occupied states add up to only $-0.099\,V$ per cell and spin, so a residue of the same size changes the ratio by 0.1 %. (The numerical output labels this residue as a current; its sign is that of the velocity.)

The Boltzmann equation was also solved for the hole-like filling, with $\tau=1000$ a.u., a braking pulse of 3000 a.u. and $\Delta V=-0.0005$ a.u. The charge is 1.0000 times (10).

**Interacting electrons**

For $N$ electrons whose interaction depends on their separations, the step to the moving lattice leaves the interaction unchanged and adds $-V\sum_ip_i$. Completing the squares gives

$$H'=\sum_i\left[\frac{(p_i-mV)^2}{2m}+U(x_i')\right]+W-\frac{NmV^2}{2}.$$

This is again the coupling to a vector potential $-(m/e)V$. Within the rigid-lattice model, interactions may change the response, but they change it equally for both drives.

Two electrons in a spin singlet on a ring of four cells illustrate this. With a repulsion of amplitude 0.05 Ha and $V=0.02$ a.u., their summed velocity relative to the lattice is −0.02407 a.u. in the lab-frame calculation. The energy derivative in the equivalent vector potential gives −0.02406 a.u. Without repulsion it would be −0.02849 a.u., so the repulsion does alter the response.

**How large: a braked ruthenium ring**

Ruthenium suits the question. Its hexagonal cell has two atoms with eight valence electrons each, sixteen in all. In a nonmagnetic metal each band holds two electrons per cell, so an even number would just fill whole bands. Where bands overlap instead, every electron in an upper band leaves a hole in a lower one. Electron and hole numbers are equal, and no single carrier mass describes the metal.

Take a polycrystalline ring of radius 5.0 cm and section 1.0 mm², braked from a rim speed of 50 m/s to rest in 0.1 s. The resistivity, 7 µΩ cm, is a rough room-temperature value. Then $R=(7\times10^{-8}\ \Omega\,\mathrm m)(0.314\ \mathrm m)/(10^{-6}\ \mathrm m^2)=22.0$ mΩ. With $m/e=5.686\times10^{-12}$ kg/C and a deceleration of 500 m/s², the magnitudes are

$$E_{\rm eff}=2.84\ \mathrm{nV/m},\quad \mathcal E=0.893\ \mathrm{nV},\quad I=\frac{0.893\ \mathrm{nV}}{22.0\ \mathrm{m\Omega}}=40.6\ \mathrm{nA},\quad Q=4.06\ \mathrm{nC}.$$

The digits let the arithmetic be followed; because the material data are rough, $R$, $I$, $Q$ and the estimates below that use such data are good to one or two figures at most.

Since $\Delta V<0$, the current runs against the former rotation: electrons continue forward relative to the lattice. Free positive carriers would give the opposite current.

The model leaves out effects of very different size:

- **Magnetic flux.** By (4) the whole signal equals that of a field change of 11.4 nT, while the Earth's field is roughly 50 µT. If that field is perpendicular to the axis, a tilt of $11.4\ \mathrm{nT}/50\ \mathrm{µT}=2.3\times10^{-4}$ rad imitates the signal.
- **Centrifugal strain.** With rough values of density (12.4 g/cm³) and Young modulus (450 GPa), the strain is $6.9\times10^{-5}$. If the Earth's field lies along the axis, the shrinking area drives 2.46 nC, or 61 % of the signal.
- **Thermal noise.** The rms charge in a time $t$ is $\sqrt{2k_BTt/R}=0.19$ nC at 293 K, or 4.7 % of the signal in one run.
- **Heating.** If all the kinetic energy of the ring became heat in the ring, it would warm by 5.1 K, taking the classical heat capacity of $3k_B$ per atom. With resistivity proportional to temperature, $R$ would shift by about 1.7 %. The ring would also expand. With a rough linear expansion of $6.4\times10^{-6}$ per kelvin and the Earth's field along the axis, the growing area would drive about 1.2 nC, nearly 30 % of the signal, with the sign opposite to that of the centrifugal strain charge.
- **Small terms.** The inductive delay is about 14 µs. For an assumed gap of 0.1 eV and a rough electron velocity $v$ of $1.3\times10^6$ m/s, the interband dipole length, about $\hbar v/\text{gap}$, is 9 nm. The inertial force times this length is about $2.5\times10^{-17}$ eV, negligible beside the gap. Relativistic corrections are of order $2\times10^{-4}$ for a rough kinetic energy of 100 eV.

For this ring in the uncompensated field of the Earth, the largest of these errors thus come from changes of magnetic flux.

**What to do about it**

Measure $R$ on the same circuit, at the temperature of the run, and use $e/m=\ell|\Delta V|/(|Q|R)$. A carrier density, Hall coefficient or effective mass is not needed. If the ring warms during the stop by the 5.1 K estimated above, use of the cold resistance makes $e/m$ about 1 % too large. If the ring is cut and stationary leads or a meter are connected in series with it, $R$ is the total resistance, while $\ell$ counts only the accelerated wire, because only there does the inertial emf act. An uncut uniform ring cannot be read through two taps with stationary leads: in each arc the inertial emf equals the resistive voltage drop, so no voltage appears between the taps. Leads that turn with the ring can add an inertial emf of their own, which does not measure the ring current. The current does produce a magnetic field, but only about 0.5 pT at the centre of the ring. To read it there, a very sensitive magnetometer is needed, and changes of the external field at the magnetometer must be kept far below this value or subtracted. A misaligned ring also carries an alternating current while it turns in a constant field. If its normal is $10^{-4}$ rad off the axis and 50 µT act perpendicular to the axis, this current is about 1.8 µA at full speed and gives 22 pT at the centre, some 44 times the inertial value. Integration of the current over the stop leaves the charge from the net flux change, which is discussed below, plus $LI_0/R$ from the current $I_0$ already flowing at the start. The latter is at most 14 µs × 1.8 µA ≈ 0.025 nC, or 0.6 % of the signal.

Compensate the external field, hold the axis steady and mount the ring square to it. If the normal of the ring is off the axis by a small angle $\delta$, a field $B_\perp$ perpendicular to the axis can change the flux by up to $2B_\perp F\delta$ between the start and stop positions. In an uncompensated 50 µT, $\delta=10^{-4}$ rad corresponds to a field change of up to 10 nT, nearly the whole signal. For an error of 1 % from field drift, the field along the axis must stay constant within about 0.11 nT during the stop. Repeat the run with the opposite rotation and take half the difference of the charges. The inertial charge reverses. The charges from centrifugal strain and thermal expansion do not depend on the sense of rotation, and cancel if the external field and the heating are the same in both runs. A tilt caused by the braking torque can reverse with the rotation and then does not cancel. The flux change of a misaligned ring does not cancel in general either, since it depends on the start and stop positions.

Averaging 100 runs with independent noise lowers the thermal part from 4.7 % to 0.47 %. A shorter stop also lowers the thermal part, since $Q$ is fixed by $\Delta V$ while the noise charge grows as $\sqrt t$. It does not lower the bound on the flux charge of a misaligned ring.

Keep junctions between different metals at equal temperature. With a rough difference of thermopower of 1 µV/K, a difference of 1 mK gives 1 nV, as much as the signal. In a closed ring of one truly uniform metal the thermopower $s$ depends on temperature alone, so $\oint s(T)\,dT=0$. A polycrystalline hexagonal metal such as ruthenium meets this condition only if its grain texture is the same all round. If $s$ differs by 0.01 µV/K between the two halves of the ring, a temperature difference of 0.1 K between their ends gives 1 nV, again as much as the signal. Brake heat must therefore be kept out of the ring or spread evenly.

## Table of computed values

```
Model: a = 6.0 bohr, U1 = 0.12 Ha, kT = 0.001 Ha, mesh 200 x 200
Band width (1D) 0.0541 Ha, gap at zone edge 0.2372 Ha
Band mass at bottom 1.403 m, at top -0.698 m
Lab velocity gained / lattice velocity: bottom 0.287, top 2.434
Single states, lattice velocity 0.1 a.u.: k0, lab velocity, rule (a.u.)
   -0.50    0.19960    0.19961
   -0.30   -0.03993   -0.03991
    0.00    0.03019    0.03020
    0.20    0.16979    0.16980
    0.45    0.26088    0.26089
Full band: current / (e n V) = -1.0e-04
Filling, Hall coeff (a^2/e), optical mass n/D (m), current/V (e per cell and spin), inferred m/e (a.u.)
  0.1    -4.993     1.491    0.0671    1.0001
  0.5    -0.692     2.410    0.2075    1.0002
  0.9     4.715     9.117    0.0988    1.0009
Boltzmann braking, filling 0.9: tau 1000, pulse 3000 a.u., velocity change -0.0005 a.u.
  charge / (sigma * velocity change) = 1.0000 m/e
Two electrons, repulsion 0.05 Ha, lattice velocity 0.02 a.u.:
  summed velocity relative to lattice -0.024066 a.u.
  same from vector potential -0.024062, without repulsion -0.028488 a.u.
Free-electron m/e = 5.6856e-12 kg/C, e/m = 1.7588e+11 C/kg
Ru ring (rough): resistivity 7.0 uOhm cm, density 12.4 g/cm3, Young modulus 450 GPa
Ring radius 5.0 cm, section 1.0 mm2, rim speed 50 m/s, stop in 0.1 s, 293 K
Resistance 21.99 mOhm, deceleration 500 m/s2
Effective field 2.843 nV/m, emf 0.893 nV
Mean current 40.61 nA, charge 4.061 nC
Equivalent magnetic field change 11.37 nT; Earth field (rough) 50 uT
Thermal noise charge 0.192 nC = 4.7 % of signal
Brake heating at most 5.06 K, resistance shift about 1.7 %
Centrifugal strain 6.9e-05; its charge in Earth field 2.46 nC = 61 % of signal
Inductive delay L/R 13.8 us
Inertial energy per 0.27 nm cell 7.7e-19 eV, over a 0.1 eV gap 7.7e-18
Relativistic size: 100 eV (rough) over rest energy 2.0e-04
```
